# Atomic natural orbital contraction as a maximum of retained occupation, part 2

The orbitals of an atom are expanded in real primitive functions $\chi_{alm}=R_{al}Y_{lm}$, with radial overlap $S^l$ and full overlap $S$. The problem is to contract them to fewer functions while retaining as much as possible of the occupation of a real, normalized $N$-electron state $\Psi$. Its spin-summed density is $\gamma=\sum_{\mu\nu}|\chi_\mu\rangle D_{\mu\nu}\langle\chi_\nu|$, with $\mu=(a,l,m)$. Energies are in hartree, lengths in bohr.

An admissible contraction keeps $n_l$ radial functions for each $l$, the same for all $2l+1$ components. $P$ is the orthogonal projector onto the contracted functions, and $P(i)$ is $P$ acting on electron $i$. The retained occupation is

$$\mathrm{Tr}(P\gamma)=\Big\langle\Psi\Big|\sum_{i=1}^N P(i)\Big|\Psi\Big\rangle ,$$

and the lost occupation is $\lambda=N-\mathrm{Tr}(P\gamma)$.

With $U(R)$ rotating functions, the spherical average is

$$\bar\gamma=\int dR\,U(R)\gamma U(R)^T,\qquad\int dR=1.$$

**Lemma 1.** In orthonormalized primitives $e_{alm}$, $\langle e_{alm}|\bar\gamma|e_{bl'm'}\rangle=\delta_{ll'}\delta_{mm'}g^l_{ab}$, where $g^l$ does not depend on $m$.

**Theorem 1.** Let

$$\bar D^l_{ab}=\frac1{2l+1}\sum_m D_{alm,blm},$$

$$S^l\bar D^lS^l c_{li}=\eta_{li}S^lc_{li},\qquad c_{li}^TS^lc_{lj}=\delta_{ij},$$

with $\eta_{li}$ in decreasing order for each $l$. For fixed $n_l$, every admissible contraction obeys

$$\mathrm{Tr}(P\gamma)\le\sum_l(2l+1)\sum_{i=1}^{n_l}\eta_{li},$$

with equality for the leading $c_{li}$, the natural contraction.

**Lemma 3.** For a real symmetric matrix $g$ with eigenvalues $\eta_1\ge\dots\ge\eta_K$ and an orthogonal projector $p$ of rank $n$,

$$\mathrm{Tr}(pg)\le\sum_{i=1}^n\eta_i .$$

A shell is one natural radial function with its $2l+1$ components. It holds $(2l+1)\eta_{li}$ electrons.

**Theorem 2.** Arrange all shells in order of decreasing $\eta$. Let the first $k$ shells contain $M_k$ functions. Among all admissible contractions with at most $M_k$ functions in total, these $k$ shells retain the largest occupation.

If size is counted in radial functions instead, shells are ordered by $(2l+1)\eta$.

### Theorem 3: lost occupation and lost wave function

Let $Q=P(1)P(2)\cdots P(N)$ be the projector that requires every electron to be in the contracted space. Define the lost norm $\delta=1-\langle\Psi|Q|\Psi\rangle$. Then

$$\frac{\lambda}{N}\le\delta\le\lambda .$$

*Proof.* The projectors $P(i)$ act on different electrons and commute. The operator $\sum_i[1-P(i)]$ therefore counts the electrons outside the contracted space and has eigenvalues $k=0,1,\dots,N$. Let $\pi_k$ be the probability of finding $k$ electrons outside in the state $\Psi$. The mean number outside is

$$\lambda=\sum_{k=1}^Nk\,\pi_k .$$

The projector $Q$ selects $k=0$, so

$$\delta=1-\pi_0=\sum_{k=1}^N\pi_k .$$

For each term of these sums $1\le k\le N$. Multiplication by $\pi_k$ and summation give $\delta\le\lambda\le N\delta$. ∎

The normalized projected function $Q\Psi/\|Q\Psi\|$ has squared overlap $\|Q\Psi\|^2=1-\delta$ with $\Psi$. No normalized function $\Phi$ in the contracted $N$-electron space has a larger one, since $\langle\Phi|\Psi\rangle=\langle\Phi|Q\Psi\rangle$ and the Cauchy–Schwarz inequality bounds its magnitude by $\|Q\Psi\|$. A small lost occupation thus guarantees that a good approximation to this wave function exists in the contracted basis.

A doubly occupied core sharpens the lower bound. Suppose that the core orbital is occupied twice in every determinant of $\Psi$ and lies in the contracted space. At most $N_v=N-2$ electrons can then be outside, and the same argument gives $\lambda/N_v\le\delta\le\lambda$.

### Occupation does not determine the energy order

The contracted $N$-electron space is part of the primitive one. The variational principle therefore places the lowest contracted energy at or above the lowest primitive energy. Theorem 1 does not say that the natural contraction gives the smallest possible increase.

A second-order model shows why. Let a reference determinant be coupled to determinants $k$ in which an electron pair has moved to an otherwise empty orbital $k$. Let the couplings be $V_k$, the excitation energies $\Delta_k>0$, and let the determinants $k$ not be coupled to one another. First-order amplitudes are $a_k=-V_k/\Delta_k$, and the second-order energy is

$$E^{(2)}=-\sum_k\frac{V_k^2}{\Delta_k}=-\sum_k\Delta_ka_k^2 .$$

To leading order, orbital $k$ has occupation $\eta_k=2a_k^2$, because it holds two electrons with probability $a_k^2$. Removing it raises the energy by $\tfrac12\Delta_k\eta_k$. The energy thus weights an occupation by an excitation energy. For example, $\eta=0.0020$ with $\Delta=2$ hartree contributes $0.0020$ hartree, whereas $\eta=0.0015$ with $\Delta=4$ hartree contributes $0.0030$ hartree. The orbital with the smaller occupation is then the more important one for the energy.

The limit without correlation shows another restriction. For a closed-shell determinant with orbitals of definite $l$, every occupied orbital has $\eta=2$ and all others have $\eta=0$. The density then gives no order among the empty functions. For one electron in a $p$ shell outside closed shells, again with orbitals of definite $l$, the average is $\eta=1/3$, but the remaining functions are unordered. If the orbitals of such a determinant may mix $s$ with $d$, a small $d$ occupation appears without correlation, about $10^{-5}$ per function for boron in the basis used below. Correlation supplies the small occupations by which the additional functions are ranked.

The functions also retain a dependence on the chosen state. An excited state, an ion or an atom in a molecule has a different density. Theorem 1 makes no statement about these unless their densities are included in $\gamma$. Nor can a contraction recover functions that are missing from the primitive set.

### Boron: the reference state

Consider the $^2P$ ground term of neutral boron in a primitive basis $8s4p2d$, which contains $8+4\cdot3+2\cdot5=30$ functions. The exponents form a geometric sequence for each $l$. The $1s$ orbital is taken from restricted Hartree–Fock for the closed-shell ion B$^+$ and kept doubly occupied. The three valence electrons are treated by full configuration interaction in the other 29 orbitals. The energy is $-24.577927$ hartree.

This reference leaves out correlation of the core, relativistic effects and everything outside the primitive basis. Errors below are measured from this energy, not from experiment. The primitive set is small: a larger even-tempered set $11s6p4d1f$ lowers the energy by about $21$ mhartree, to $-24.5989$ hartree. The digits given below therefore belong to this basis, not to the atom. The numerical output gives the exponents and further intermediate values.

Explicit quadrature over rotations reproduces the average over $m$ with a largest deviation of $1.3\times10^{-15}$. Before averaging, the oriented state has $s$–$d$ elements up to $0.0070$ in the orthonormal functions; this largest element depends on the direction, arbitrary here, in which the state points. Lemma 1 requires them to vanish in the average.

The leading shells, in order of occupation per function, are:

| Shell | $\eta$ | $(2l+1)\eta$ | Functions so far |
|---|---:|---:|---:|
| $1s$ | 2.000000 | 2.000000 | 1 |
| $2s$ | 1.875878 | 1.875878 | 2 |
| $2p$ | 0.361594 | 1.084782 | 5 |
| $3s$ | 0.006961 | 0.006961 | 6 |
| $3d$ | 0.004390 | 0.021951 | 11 |
| $3p$ | 0.003093 | 0.009279 | 14 |

The $2p$ occupation per function is near the uncorrelated value $1/3$ because one electron is shared among three components. The shell holds $0.0848$ electrons more than one, and $2s$ holds $0.1241$ fewer than two. The difference, $0.0393$ electrons, is in the higher shells. In the $11s6p4d1f$ set the order of these six shells is the same, but the occupations from $2s$ to $3p$ become $1.8753$, $0.3614$, $0.00698$, $0.00436$ and $0.00319$, shifts of up to $6\times10^{-4}$.

### The $d$ contraction by hand

The two $d$ primitives are Gaussians $r^2e^{-\alpha r^2}$, each normalized so that $S^l_{11}=S^l_{22}=1$. They have exponents $0.200$ and $0.800$ bohr$^{-2}$, overlap $S^l_{12}=s=0.457947$, and averaged density elements

$$\bar D_{11}=0.00275397,\quad\bar D_{12}=0.00118072,\quad\bar D_{22}=0.00060254 .$$

Multiplying the eigenvalue equation by $(S^l)^{-1}$ gives $\bar D^lS^lc=\eta c$. The sum of the eigenvalues is the trace of this product:

$$\begin{aligned}
\eta_1+\eta_2&=\bar D_{11}+\bar D_{22}+2s\bar D_{12}\\
&=0.00335651+0.00108141=0.00443792 .
\end{aligned}$$

Their product is its determinant:

$$\begin{aligned}
\eta_1\eta_2&=(\bar D_{11}\bar D_{22}-\bar D_{12}^2)(1-s^2)\\
&=(2.6528\times10^{-7})(0.790285)=2.0964\times10^{-7}.
\end{aligned}$$

The quadratic equation with this sum and product has the roots

$$\eta_{1,2}=\tfrac12\left(0.00443792\pm0.00434242\right),$$

or $0.004390$ and $0.000048$. The first row of $(\bar D^lS^l-\eta_1)c=0$ gives the ratio of the coefficients:

$$\frac{c_2}{c_1}=\frac{\eta_1-\bar D_{11}-s\bar D_{12}}{s\bar D_{11}+\bar D_{12}}=\frac{0.00109550}{0.00244189}=0.4486 .$$

Normalization requires $c_1^2[1+0.4486^2+2s(0.4486)]=1$. Thus $c_1=0.7876$ and $c_2=0.3533$. The retained $d$ shell holds $5\eta_1=0.02195$ electrons, while omission of the second shell loses $5\eta_2=0.00024$ electrons.

### Truncation and total size

For the contraction $3s2p1d$, addition by angular momentum gives

$$\mathrm{Tr}(P\gamma)=3.882839+1.094061+0.021951=4.998851 .$$

The loss is $\lambda=0.001149$ electrons. Direct maximization with the unaveraged density, started from two random sets of radial functions, reaches the same value to the eight decimals printed. This tests the theorem without using the eigenvectors.

The wave-function bounds for three valence electrons are $0.000383\le\delta\le0.001149$. The value from projection of the wave function is $\delta=0.000959$. Since $\lambda/\delta\simeq1.2$, on average about $1.2$ electrons are outside the contracted space when at least one is outside. Both losses depend on the primitive set: in $11s6p4d1f$ the same pattern gives $\lambda=0.0021$ and $\delta=0.0018$, with a ratio again near $1.2$.

The size $14$ is one of the $M_k$, so $3s2p1d$ is also the best distribution over $l$ at that size. Enumeration of all selections of shells agrees with Theorem 2 at every size $M_k$. A size of eight functions shows the limitation. After $1s$, $2s$ and $2p$, three functions remain. Filling by $\eta$ and skipping shells that do not fit selects $3s$, $4s$ and $5s$, which add $0.00719$ electrons. The single shell $3p$ also uses three functions and adds $0.00928$. If radial functions are counted instead, the order after $2p$ is $3d,3p,3s$, not $3s,3d,3p$.

Energies in natural contractions, relative to the primitive reference, are:

| Contraction | Functions | Lost electrons | Error / mhartree |
|---|---:|---:|---:|
| $2s1p$ | 5 | 0.039340 | 38.167 |
| $3s2p$ | 9 | 0.023100 | 25.991 |
| $3s2p1d$ | 14 | 0.001149 | 2.979 |
| $4s3p2d$ | 23 | 0.000039 | 0.307 |

The error falls more slowly than the lost occupation. Their ratio rises from about $1$ to about $8$ hartree per lost electron. The second-order model should not be used to read excitation energies from this ratio. It places both electrons of a pair in the omitted orbital, which would give $\lambda/\delta=2$, whereas the value for $3s2p1d$ is about $1.2$.

### Two other choices of the same size

The lowest B$^+$ Hartree–Fock orbitals in the pattern $3s2p1d$ lose $0.004551$ electrons and give an error of $11.725$ mhartree. In this basis both values are about four times those of the natural contraction. The factor is not a property of the atom: in the $11s6p4d1f$ set the lost occupations are $0.0232$ and $0.0021$, a factor of about eleven. The larger loss is required by Theorem 1; the larger energy error is a result for this atom and basis.

The second choice consists of the 14 leading eigenvectors of the unaveraged density. They lose $0.000594$ electrons for the orientation from which they were made, less than the natural contraction loses. This does not contradict Theorem 1, because their space is not restricted to complete shells with common radial functions. Averaged over orientations of the state, their loss is $0.018943$ electrons. Lemma 3 applied to $\bar\gamma$ shows that no 14-dimensional space can have a mean loss below $0.001149$.

The energy shows the cost of the preferred direction. The three components of the $^2P$ term, degenerate for a free atom, have errors of $1.528$, $14.682$ and $23.774$ mhartree, a total splitting of $22.2$ mhartree. With the averaged functions the splitting is at the level of rounding.

All three errors differ, which reveals a further loss of symmetry. A real $P$ component is symmetric about one axis, and so is its density. A retained space with that axial symmetry would leave the two perpendicular components degenerate. Since they are split, the cut after 14 functions must have divided a degenerate set of natural orbitals. Averaging first and keeping whole shells avoids both kinds of symmetry breaking.

## Table of computed values

```
s exponents (bohr^-2): 0.0700 0.2450 0.8575 3.0013 10.5044 36.7653 128.6786 450.3751
p exponents (bohr^-2): 0.0900 0.2880 0.9216 2.9491
d exponents (bohr^-2): 0.2000 0.8000
primitive functions: 30; determinants: 11774
reference energy: -24.577927 hartree; <S^2> = 0.7500
electrons Tr(DS): 5.000000
unaveraged natural occupations (first 8): 2.00000 1.87596 0.98428 0.05197 0.05197 0.01059 0.00646 0.00646
largest s-d element before averaging: 0.00700
largest change by averaging: 0.23409
rotation quadrature minus m-average, max: 1.3e-15
shells by eta: label, eta, (2l+1)eta, functions so far, lost so far
  1s 2.000000 2.000000   1 3.000000
  2s 1.875878 1.875878   2 1.124122
  2p 0.361594 1.084782   5 0.039340
  3s 0.006961 0.006961   6 0.032379
  3d 0.004390 0.021951  11 0.010428
  3p 0.003093 0.009279  14 0.001149
  4s 0.000227 0.000227  15 0.000922
  4p 0.000215 0.000644  18 0.000278
  4d 0.000048 0.000239  23 0.000039
  5p 0.000012 0.000037  26 0.000002
  5s 0.000002 0.000002  27 0.000000
  6s 0.000000 0.000000  28 0.000000
  7s 0.000000 0.000000  29 0.000000
  8s 0.000000 0.000000  30 0.000000
sizes where fill-and-skip by eta is not optimal: [8, 10, 13, 17]
d block, exponents in order: 0.200 0.800 bohr^-2
  overlap S12 = 0.457947
  averaged D11, D12, D22 = 0.00275397 0.00118072 0.00060254
  eta1, eta2 = 0.00439018 0.00004775
  first d contraction coefficients: 0.78758 0.35333
3s2p1d retained, eigenvalue sum: 4.99885126 electrons
3s2p1d retained, direct maximization: 4.99885126 4.99885126 electrons
3s2p1d lost occupation: 0.001149; a third of it: 0.000383
3s2p1d lost norm of wave function: 0.000959
natural contractions: size, functions, lost occ., error (mhartree)
  2s1p0d   5 0.039340 38.167
  3s2p0d   9 0.023100 25.991
  3s2p1d  14 0.001149 2.979
  4s3p2d  23 0.000039 0.307
B+ HF orbitals 3s2p1d: lost 0.004551, error 11.725 mhartree
unaveraged orbitals, 14 functions: lost 0.000594 (this orientation)
  lost, mean over orientations: 0.018943
  errors of the three components (mhartree): 1.528 14.682 23.774
splitting of 2P: averaged 7.1e-12, unaveraged 22.245 mhartree
```
